# Intervalley phonons in silicon: g and f wavevectors and scattering rates: a program that tests the result

```python
"""
Intervalley scattering between the six conduction valleys of silicon.

Results under test (wavevectors in units of 2 pi / a, kappa = valley position):
  g process, opposite valley:       |q| = 2 (1 - kappa),              umklapp
  f process, perpendicular valley:  |q| = sqrt(1 + 2 (1 - kappa)^2),  umklapp
  W = Z D^2 sqrt(ml mt^2) / (sqrt(2) pi rho w)
      * [N sqrt(E + w) + (N + 1) sqrt(E - w) (only if E > w)]
Z: number of final valleys (g: 1, f: 4); D: coupling; rho: mass density;
w: phonon energy; N: Bose occupation; E: electron energy above the valley
bottom; ml, mt: longitudinal and transverse masses. Hartree atomic units.
Apart from kappa and the lattice type, the inputs are round model parameters.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh_tridiagonal

kappa = 0.85
a = 10.0
ml, mt = 0.9, 0.2
rho = 400.0
D = 0.1
kT = 0.001
phonon = {"g": 0.0025, "f": 0.0020}
energies = (0.001, 0.003)
time_unit = physical_constants["atomic unit of time"][0]
k_unit = 2 * np.pi / a

# Reciprocal lattice from the direct fcc lattice
direct = 0.5 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
reciprocal = np.linalg.inv(direct).T
integers = np.array(list(itertools.product(range(-4, 5), repeat=3)))
G_all = integers @ reciprocal


def reduce_to_zone(delta):
    """All shortest representatives q = delta - G, and their G vectors."""
    q = np.asarray(delta) - G_all
    length = np.linalg.norm(q, axis=1)
    best = length < length.min() + 1e-9
    return q[best], G_all[best]


def is_umklapp(delta):
    G = reduce_to_zone(delta)[1]
    return bool(np.all(np.linalg.norm(G, axis=1) > 1e-9))


# Wavevector formulas and umklapp thresholds for several valley positions
for pos in (0.45, 0.55, 0.70, 0.74, 0.76, 0.80, 0.85, 0.95):
    delta_g = np.array([-2 * pos, 0, 0])
    delta_f = np.array([-pos, pos, 0])
    assert is_umklapp(delta_g) == (pos > 0.5)
    assert is_umklapp(delta_f) == (pos > 0.75)
    if pos > 0.5:
        length_g = np.linalg.norm(reduce_to_zone(delta_g)[0][0])
        assert abs(length_g - 2 * (1 - pos)) < 1e-10
    if pos > 0.75:
        length_f = np.linalg.norm(reduce_to_zone(delta_f)[0][0])
        assert abs(length_f - np.sqrt(1 + 2 * (1 - pos)**2)) < 1e-10

# Classify the five destinations by the reduced phonon wavevector
valleys = [s * kappa * np.eye(3)[i] for i in range(3) for s in (1, -1)]
start = valleys[0]
destinations = {"g": [], "f": []}
for valley in valleys[1:]:
    length = np.linalg.norm(reduce_to_zone(valley - start)[0][0])
    if abs(length - 2 * (1 - kappa)) < 1e-9:
        destinations["g"].append(valley)
    elif abs(length - np.sqrt(1 + 2 * (1 - kappa)**2)) < 1e-9:
        destinations["f"].append(valley)
Z = {name: len(found) for name, found in destinations.items()}
assert Z == {"g": 1, "f": 4}


def rate_parts(E, w, count):
    """Closed formula: absorption and emission rates."""
    N = 1 / np.expm1(w / kT)
    prefactor = count * D**2 * np.sqrt(ml) * mt
    prefactor /= np.sqrt(2) * np.pi * rho * w
    absorption = prefactor * N * np.sqrt(E + w)
    emission = prefactor * (N + 1) * np.sqrt(max(E - w, 0.0))
    return absorption, emission


def thermal_elements(w, mass):
    """Thermal squared displacement elements from a grid Hamiltonian."""
    x = np.linspace(-9, 9, 2001) / np.sqrt(mass * w)
    h = x[1] - x[0]
    diagonal = 1 / (mass * h**2) + 0.5 * mass * w**2 * x**2
    off = np.full(len(x) - 1, -0.5 / (mass * h**2))
    level, state = eigh_tridiagonal(diagonal, off, select="i",
                                    select_range=(0, 15))
    weight = np.exp(-(level[:-1] - level[0]) / kT)
    weight /= weight.sum()
    squared = (state.T @ (x[:, None] * state))**2
    down = sum(weight[n] * squared[n - 1, n] for n in range(1, 15))
    up = sum(weight[n] * squared[n + 1, n] for n in range(15))
    return down, up


def final_state_sum(E_final, valley):
    """Integral of d^3k/(2 pi)^3 delta(E_final - E_k), Gaussian delta."""
    if E_final <= 0:
        return 0.0
    masses = np.full(3, mt)
    masses[np.argmax(np.abs(valley))] = ml
    n = 90
    k_max = 1.15 * np.sqrt(2 * masses * E_final)
    part = [((np.arange(n) + 0.5) * k_max[i] / n)**2 / (2 * masses[i])
            for i in range(3)]
    E_k = (part[0][:, None, None] + part[1][None, :, None]
           + part[2][None, None, :])
    sigma = 0.03 * E_final
    delta = np.exp(-0.5 * ((E_k - E_final) / sigma)**2)
    delta /= sigma * np.sqrt(2 * np.pi)
    return 8 * delta.sum() * np.prod(k_max / n) / (2 * np.pi)**3


# Golden rule evaluated from its definition, against the closed formula
volume = 1000.0
worst = 0.0
for name, w in phonon.items():
    down, up = thermal_elements(w, rho * volume)
    for E in energies:
        direct_abs = sum(2 * np.pi * D**2 * down * volume
                         * final_state_sum(E + w, v)
                         for v in destinations[name])
        direct_em = sum(2 * np.pi * D**2 * up * volume
                        * final_state_sum(E - w, v)
                        for v in destinations[name])
        formula_abs, formula_em = rate_parts(E, w, Z[name])
        error = abs(direct_abs / formula_abs - 1)
        if E > w:
            error = max(error, abs(direct_em / formula_em - 1))
        else:
            assert direct_em == formula_em == 0
        worst = max(worst, error)
# The finite Gaussian width and the oscillator grid limit the agreement
assert worst < 2e-3

# Energy-conserving absorption between on-axis states nearer to Gamma
E_start = energies[1]
inner = {}
for name, w in phonon.items():
    k_i = kappa - np.sqrt(2 * ml * E_start) / k_unit
    k_f = kappa - np.sqrt(2 * ml * (E_start + w)) / k_unit
    inner[name] = (k_i, k_f)
assert is_umklapp([-sum(inner["g"]), 0, 0])
assert not is_umklapp([-inner["f"][0], inner["f"][1], 0])

print(f"valley position kappa = {kappa:.2f} (2 pi/a)")
print(f"model lattice constant a = {a:.1f} bohr; 2 pi/a = {k_unit:.4f} 1/bohr")
for name, delta in (("g", np.array([-2 * kappa, 0, 0])),
                    ("f", np.array([-kappa, kappa, 0]))):
    q_set, G_set = reduce_to_zone(delta)
    print(f"{name}: difference = {np.round(delta, 4)} (2 pi/a), "
          f"length {np.linalg.norm(delta):.4f}")
    for q, G in zip(q_set, G_set):
        print(f"{name}: G = {np.round(G).astype(int)}, "
              f"q = {np.round(q, 4) + 0.0} (2 pi/a)")
    size = np.linalg.norm(q_set[0])
    print(f"{name}: |q| = {size:.4f} (2 pi/a) = {size * k_unit:.4f} 1/bohr")
    print(f"{name}: umklapp {is_umklapp(delta)}; final valleys {Z[name]}")
q_f = reduce_to_zone([-kappa, kappa, 0])[0][0]
angle = np.degrees(np.arccos(np.max(np.abs(q_f)) / np.linalg.norm(q_f)))
print(f"f: angle of q to nearest cubic axis = {angle:.2f} degrees")
print(f"f: fraction of the way from X to U = {abs(q_f[0]) / 0.25:.2f}")
for name in ("g", "f"):
    k_i, k_f = inner[name]
    print(f"{name}: inner states at {k_i:.4f} and {k_f:.4f} (2 pi/a), "
          f"sum {k_i + k_f:.4f}")
print("inner g transition: umklapp", is_umklapp([-sum(inner["g"]), 0, 0]))
print("inner f transition: umklapp",
      is_umklapp([-inner["f"][0], inner["f"][1], 0]))
print(f"masses ml = {ml}, mt = {mt}, "
      f"md = {(ml * mt**2)**(1 / 3):.4f} electron masses")
print(f"density = {rho:.0f} electron masses/bohr^3; D = {D} hartree/bohr")
print(f"thermal energy = {kT:.4f} hartree")
for name, w in phonon.items():
    N = 1 / np.expm1(w / kT)
    C = Z[name] * D**2 * np.sqrt(ml) * mt / (np.sqrt(2) * np.pi * rho * w)
    print(f"{name}: phonon energy = {w:.4f} hartree, N = {N:.5f}")
    print(f"{name}: prefactor including Z = {C:.4e} a.u.")
for E in energies:
    total = {}
    for name, w in phonon.items():
        absorbed, emitted = rate_parts(E, w, Z[name])
        total[name] = absorbed + emitted
        print(f"E = {E:.3f} hartree, {name}: absorption {absorbed:.4e}, "
              f"emission {emitted:.4e} a.u.")
        print(f"E = {E:.3f} hartree, {name}: total {total[name]:.4e} a.u. "
              f"= {total[name] / time_unit:.3e} 1/s")
    ratio = total["f"] / total["g"]
    print(f"E = {E:.3f} hartree: W_f/W_g = {ratio:.3f}; "
          f"per final valley {ratio * Z['g'] / Z['f']:.3f}")
print(f"largest relative deviation, direct sum vs formula = {worst:.1e}")
print("every check passed")
```

Output:

```
valley position kappa = 0.85 (2 pi/a)
model lattice constant a = 10.0 bohr; 2 pi/a = 0.6283 1/bohr
g: difference = [-1.7  0.   0. ] (2 pi/a), length 1.7000
g: G = [-2  0  0], q = [0.3 0.  0. ] (2 pi/a)
g: |q| = 0.3000 (2 pi/a) = 0.1885 1/bohr
g: umklapp True; final valleys 1
f: difference = [-0.85  0.85  0.  ] (2 pi/a), length 1.2021
f: G = [-1  1 -1], q = [ 0.15 -0.15  1.  ] (2 pi/a)
f: G = [-1  1  1], q = [ 0.15 -0.15 -1.  ] (2 pi/a)
f: |q| = 1.0223 (2 pi/a) = 0.6423 1/bohr
f: umklapp True; final valleys 4
f: angle of q to nearest cubic axis = 11.98 degrees
f: fraction of the way from X to U = 0.60
g: inner states at 0.7330 and 0.6916 (2 pi/a), sum 1.4247
f: inner states at 0.7330 and 0.6990 (2 pi/a), sum 1.4321
inner g transition: umklapp True
inner f transition: umklapp False
masses ml = 0.9, mt = 0.2, md = 0.3302 electron masses
density = 400 electron masses/bohr^3; D = 0.1 hartree/bohr
thermal energy = 0.0010 hartree
g: phonon energy = 0.0025 hartree, N = 0.08943
g: prefactor including Z = 4.2706e-04 a.u.
f: phonon energy = 0.0020 hartree, N = 0.15652
f: prefactor including Z = 2.1353e-03 a.u.
E = 0.001 hartree, g: absorption 2.2593e-06, emission 0.0000e+00 a.u.
E = 0.001 hartree, g: total 2.2593e-06 a.u. = 9.340e+10 1/s
E = 0.001 hartree, f: absorption 1.8305e-05, emission 0.0000e+00 a.u.
E = 0.001 hartree, f: total 1.8305e-05 a.u. = 7.568e+11 1/s
E = 0.001 hartree: W_f/W_g = 8.102; per final valley 2.026
E = 0.003 hartree, g: absorption 2.8322e-06, emission 1.0403e-05 a.u.
E = 0.003 hartree, g: total 1.3235e-05 a.u. = 5.472e+11 1/s
E = 0.003 hartree, f: absorption 2.3632e-05, emission 7.8092e-05 a.u.
E = 0.003 hartree, f: total 1.0172e-04 a.u. = 4.205e+12 1/s
E = 0.003 hartree: W_f/W_g = 7.686; per final valley 1.921
largest relative deviation, direct sum vs formula = 1.2e-04
every check passed
```
